# Rotational constant of interstitial oxygen in germanium, with its first correction

## Definitions and conventions

An oxygen atom sits between two neighbouring germanium atoms, displaced sideways from the line that joined them in the perfect crystal. That line, fixed in space, is the axis. The oxygen moves in the plane that cuts the axis at the bond midpoint. Its position in this plane is given by the distance $\rho$ from the axis and the angle $\varphi$ around it. Motion along the axis is left out.

The oxygen mass is $m$, and the potential has its minimum on a circle of radius $r$. The rotational constant is defined as

$$B=\frac{\hbar^2}{2mr^2}.$$

It is an energy. In the starting model the germanium atoms are at rest and the potential depends on $\rho$ alone. For the radial dependence we take

$$V(\rho)=V_b\left[\left(\frac{\rho}{r}\right)^2-1\right]^2 ,$$

which vanishes on the circle and has height $V_b$ on the axis. If $\hbar\omega$ is the quantum of small radial vibrations, the small parameter of the analysis is

$$\varepsilon=\frac{B}{\hbar\omega}.$$

A small $\varepsilon$ means that the radial vibration is fast compared with the rotation. Energies are in meV, lengths in Å and masses in atomic mass units u.

## Leading order: a rigid ring

As $\varepsilon\to0$ at fixed $r$, the oxygen is held on the circle. Its speed is $r\dot\varphi$, so its kinetic energy is $mr^2\dot\varphi^2/2$. With angular momentum $L=mr^2\dot\varphi$ this becomes

$$T=\frac{L^2}{2mr^2}.$$

In quantum mechanics $L=-i\hbar\,\partial/\partial\varphi$. Its eigenfunctions are $e^{il\varphi}$, with eigenvalues $l\hbar$. The wavefunction must return to its value when $\varphi$ grows by $2\pi$, so $e^{2\pi il}=1$ and $l$ is an integer. Hence

$$E_l=Bl^2,\qquad l=0,\pm1,\pm2,\ldots$$

The ground level is single and every other level is double, one state for each sense of circulation. Neighbouring levels are separated by

$$E_{l+1}-E_l=B\left[(l+1)^2-l^2\right]=B(2l+1),\qquad l\ge0.$$

The first spacing is therefore $B$. A rotor free to turn in three dimensions has levels $Bl(l+1)$ and a first spacing $2B$; the axis in the crystal removes that freedom here.

For oxygen-16 and $r=0.6$ Å, the inertia is

$$mr^2=15.995\times0.36=5.758\ \text{u Å}^2 .$$

Since $\hbar^2/(2\,\text{u})=2.0901$ meV Å$^2$,

$$B=\frac{2.0901}{5.758}=0.363\ \text{meV},$$

or 2.93 cm$^{-1}$. The levels $l=1,2,3$ lie at 0.363, 1.452 and 3.267 meV above the ground level.

The radius is the most sensitive input, because $B\propto r^{-2}$. At fixed mass, $r=0.5$ Å gives 0.523 meV and $r=0.7$ Å gives 0.267 meV. An uncertainty of 0.1 Å in the radius thus matters more than the second digit of 0.36 meV.

## First correction: radial vibration

### The radial equation

For a ring of finite width, write the wavefunction as

$$\psi=\frac{u(\rho)}{\sqrt\rho}\,e^{il\varphi}.$$

The radial part of the Laplacian acts on $R=u\rho^{-1/2}$. Its derivatives are

$$R'=u'\rho^{-1/2}-\tfrac12u\rho^{-3/2},$$

$$R''=u''\rho^{-1/2}-u'\rho^{-3/2}+\tfrac34u\rho^{-5/2}.$$

In the sum $R''+R'/\rho$ the terms in $u'$ cancel, and

$$R''+\frac{R'}{\rho}=\rho^{-1/2}\left(u''+\frac{u}{4\rho^2}\right).$$

The angular part contributes $-l^2R/\rho^2$. Multiplying by $-\hbar^2/(2m)=-Br^2$ gives

$$-Br^2u''+\frac{Br^2(l^2-\frac14)}{\rho^2}u+V(\rho)u=Eu.$$

Now set $\rho=r(1+\xi)$, so that $\xi$ is the radial displacement divided by $r$. Two derivatives with respect to $\rho$ give a factor $r^{-2}$. Also $(1+\xi)^2-1=2\xi+\xi^2$. The equation becomes

$$\left[-B\frac{d^2}{d\xi^2}+V_b(4\xi^2+4\xi^3+\xi^4)+\frac{B(l^2-\frac14)}{(1+\xi)^2}\right]u=Eu.$$

### Size of the radial fluctuation

The harmonic part is $-B\,d^2/d\xi^2+4V_b\xi^2$. An operator $-B\,d^2/d\xi^2+C\xi^2$ has level spacing $2\sqrt{BC}$, so with $C=4V_b$

$$\hbar\omega=4\sqrt{BV_b}.$$

In its ground state the mean potential energy is half of the zero-point energy $\hbar\omega/2$. Therefore

$$4V_b\langle\xi^2\rangle=\frac{\hbar\omega}{4},\qquad
\langle\xi^2\rangle=\frac{\hbar\omega}{16V_b}.$$

Since $(\hbar\omega)^2=16BV_b$, we have $16V_b=(\hbar\omega)^2/B$, and so

$$\langle\xi^2\rangle=\frac{B}{\hbar\omega}=\varepsilon.$$

The root mean square width of the ring is $r\sqrt\varepsilon$.

### Shift of the mean radius

The well is steeper outside the circle than inside, so the mean of $\xi$ is not zero. In a bound stationary state the mean force vanishes. The centrifugal force is of higher order, as shown below, so the force from $V$ gives

$$V_b\left(8\langle\xi\rangle+12\langle\xi^2\rangle+4\langle\xi^3\rangle\right)=0.$$

Typical displacements are of order $\varepsilon^{1/2}$. The mean of $\xi^3$ vanishes in the harmonic ground state, and the cubic term in the potential changes that state by a relative amount of order $\varepsilon^{1/2}$. Hence $\langle\xi^3\rangle$ is of order $\varepsilon^{3/2}\varepsilon^{1/2}=\varepsilon^2$, and to first order

$$\langle\xi\rangle=-\tfrac32\langle\xi^2\rangle=-\tfrac32\varepsilon.$$

The mean radius is slightly smaller than $r$.

The centrifugal term, expanded to first order in $\xi$, contains $-2B(l^2-\frac14)\xi$. Balancing it against the harmonic force $8V_b\xi$ moves the radius by

$$\delta\xi=\frac{B(l^2-\frac14)}{4V_b}=4\left(l^2-\tfrac14\right)\varepsilon^2,$$

where $V_b=(\hbar\omega)^2/(16B)$ was used. This is indeed of second order for fixed $l$.

### The corrected spacing

Expand the centrifugal factor and average:

$$\left\langle\frac{1}{(1+\xi)^2}\right\rangle
=1-2\langle\xi\rangle+3\langle\xi^2\rangle+O(\varepsilon^2)
=1+3\varepsilon+3\varepsilon+O(\varepsilon^2).$$

One half of the correction comes from the inward shift and the other half from the fluctuation. The term with $-\frac14$ is common to all $l$ at this order and drops out of differences. Thus

$$E_1-E_0=B\left[1+6\varepsilon+O(\varepsilon^2)\right].$$

The coefficient 6 belongs to the chosen well. The fluctuation term $3\langle\xi^2\rangle$ does not need the quartic form, but the shift depends on the cubic part of the potential.

At second order the rotation also stretches the ring. The linear term $-2Bl^2\xi$ in the harmonic well $4V_b\xi^2$ lowers the energy by

$$\frac{(2Bl^2)^2}{4\times4V_b}=\frac{B^2l^4}{4V_b}=4B\varepsilon^2l^4.$$

This is centrifugal distortion. It bends the law $l^2$ downwards at large $l$. Its size relative to the first correction $6B\varepsilon l^2$ is $2l^2\varepsilon/3$, so the first correction dominates only if $l^2\varepsilon\ll1$.

### Reading the numbers

Take a round model barrier $V_b=100$ meV. Then

$$\hbar\omega=4\sqrt{0.363\times100}=24.1\ \text{meV},\qquad
\varepsilon=\frac{0.363}{24.1}=0.0151.$$

In the harmonic estimate the root mean square width of the ring is $0.6\sqrt{0.0151}=0.07$ Å. The first correction gives

$$B(1+6\varepsilon)=0.363\times1.090=0.396\ \text{meV}.$$

Numerical solution of the radial equation gives a first spacing of 0.402 meV, which is 10.7 percent above $B$. The first correction accounts for about 9 of these 10.7 percent. A separate diagonalization in Cartesian coordinates, which does not assume the separation into radius and angle, also gives 0.402 meV.

The coefficient can be tested further by computing $[(E_1-E_0)/B-1]/\varepsilon$. For the present well it is about 7.1. For a much stiffer well with $V_b/B=10^5$, where $\varepsilon=1/(4\sqrt{10^5})=7.9\times10^{-4}$, it is 6.05. The approach to 6 supports the first-order result, and shows that the next term is still visible at $V_b=100$ meV.

The computed $l=2$ level lies at 1.600 meV, slightly below four times the first spacing, 1.607 meV. The distortion term predicts a difference of

$$4B\varepsilon^2(16-4)=48B\varepsilon^2=0.004\ \text{meV},$$

against the computed 0.007 meV. The sign and order of magnitude are right, but the leading distortion term alone is not quantitative here.

The ring picture itself fades gradually as the central barrier is lowered, and it is lost by the time the radial zero-point energy is comparable with the barrier. In the harmonic estimate the two energies are equal at $2\sqrt{BV_b}=V_b$, or $V_b=4B$, which is about 1.5 meV. There $\varepsilon=1/8$, and the computed ground-state density on the axis is 96 percent of its maximum, so the oxygen is no longer confined to a circle. The first-order formula fails much earlier: at $V_b=40B$, about 15 meV, the computed first spacing is $1.44B$ against $1.24B$ from $B(1+6\varepsilon)$, and the $l=2$ level lies at 3.7 rather than 4 times the first spacing.

## Another limit: germanium atoms that follow

### Adding the inertia

Return to a rigid oxygen ring, but let the two germanium atoms, each of mass $M$, move sideways. Suppose their equilibrium displacement has size $s$ and turns with the oxygen. Each then moves on a circle of radius $s$ with speed $s\dot\varphi$. The kinetic energy is

$$T=\tfrac12\left(mr^2+2Ms^2\right)\dot\varphi^2,$$

and the rotational constant becomes

$$B_s=\frac{\hbar^2}{2(mr^2+2Ms^2)}.$$

Because $s$ enters squared, the constant falls whether the neighbours move towards the oxygen or away from it. This holds at fixed $r$ measured from the fixed axis.

### When following is justified

The germanium atoms are quantum particles too. Let both have the same sideways displacement $\mathbf q$, with total momentum $\mathbf p$ and a spring of constant $K$ that pulls them to the displacement belonging to the current $\varphi$. Describe $\mathbf q$ in axes that turn with the oxygen. At fixed $\mathbf q$, increasing $\varphi$ turns $\mathbf q$ backwards in these axes. If $l\hbar$ is the total angular momentum and $j\hbar$ that of the pair, the oxygen therefore carries $(l-j)\hbar$, and

$$H_l=B(l-j)^2+\frac{p^2}{4M}+\frac K2|\mathbf q-\mathbf s|^2.$$

Put $\mathbf q=(s+x,y)$, with the first direction along $\mathbf s$. Then $\hbar j=(s+x)p_y-yp_x$. If the pair is stiff, $x$ and $y$ are small compared with $s$, and $j\approx sk$ with $k=p_y/\hbar$. Define $A=\hbar^2/(4M)$. The terms containing $l$ and $k$ are

$$B(l-sk)^2+Ak^2=(A+Bs^2)(k-k_0)^2+Bl^2-\frac{B^2l^2s^2}{A+Bs^2},$$

$$k_0=\frac{Bls}{A+Bs^2}.$$

The shift $k_0$ is removed by a phase factor $e^{ik_0y}$ in the wavefunction, which leaves the spring energy unchanged. The remaining vibration does not depend on $l$. The rotational energy is thus

$$Bl^2\left(1-\frac{Bs^2}{A+Bs^2}\right)=\frac{Bl^2}{1+Bs^2/A}.$$

Since

$$\frac{Bs^2}{A}=\frac{\hbar^2s^2}{2mr^2}\,\frac{4M}{\hbar^2}=\frac{2Ms^2}{mr^2},$$

this is $B_sl^2$. The summed inertia is the stiff-pair limit of the quantum model. The assumption that $x$ and $y$ are small compared with $s$ makes the derivation short, but the result itself needs mainly a pair vibration quantum large compared with $B$: for $s=0.01$ Å and a quantum of 20 meV, where the zero-point width of the pair, 0.027 Å, exceeds $s$, diagonalization still gives 95 percent of the predicted drop of the spacing.

### Size of the effect

Choose $s=0.1$ Å and the mean germanium mass 72.63 u. The added inertia is

$$2Ms^2=2\times72.63\times0.01=1.453\ \text{u Å}^2,$$

so that

$$B_s=\frac{2.0901}{5.758+1.453}=0.290\ \text{meV},$$

a drop of 20 percent. A displacement much smaller than the ring radius has a large effect because the pair is about nine times heavier than the oxygen. The two inertias are equal, and $B$ is halved, at

$$s=r\sqrt{\frac{m}{2M}}=0.20\ \text{Å}.$$

Diagonalizing $H_l$ with a pair vibration quantum of 20 meV gives a first spacing of 0.2925 meV, compared with 0.2899 meV from the summed inertia. The difference is 0.9 percent of the latter. Doubling the quantum at fixed $s$ gives 0.2912 meV and halves the difference, as expected of an approach to the stiff limit.

An isotope change distinguishes the two pictures. With bare oxygen the ratio of the constants for oxygen-18 and oxygen-16 is $15.995/17.999=0.889$. With $s=0.1$ Å, and with $r$ and $s$ the same for both isotopes, the summed inertia gives 0.909. The heavier the share of germanium in the inertia, the weaker the dependence on the oxygen mass. Radial vibration moves the ratio the other way, to 0.883 in the model well with fixed neighbours, so a comparison with a measured ratio must include both effects.

## A potential that varies around the ring

The bond has a threefold axis, so the potential repeats after $2\pi/3$. Inversion through the bond midpoint maps the oxygen plane onto itself and changes $\varphi$ by $\pi$. Combining the two, the potential repeats after $\pi-2\pi/3=\pi/3$. Its lowest harmonic is sixfold:

$$V(\varphi)=\frac{V_6}{2}(1-\cos6\varphi)
=\frac{V_6}{2}-\frac{V_6}{4}\left(e^{6i\varphi}+e^{-6i\varphi}\right).$$

It connects $l$ to $l\pm6$, with matrix element $-V_6/4$. The state $l=0$ is coupled to two states higher by $36B$. Second-order perturbation theory lowers it by $(V_6/4)^2/(18B)$. The state $l=1$ is coupled to $l=7$, higher by $48B$, and to $l=-5$, higher by $24B$. It is lowered by

$$\left(\frac{V_6}{4}\right)^2\left(\frac1{48B}+\frac1{24B}\right)
=\frac{(V_6/4)^2}{16B}.$$

The first spacing changes by the difference of the two shifts:

$$-\frac{(V_6/4)^2}{B}\left(\frac1{16}-\frac1{18}\right)
=-\frac{(V_6/4)^2}{144B}.$$

For a model barrier $V_6=0.5$ meV, which exceeds $B$, this is only $-0.0003$ meV, and diagonalization on the ring agrees. The states $l=3$ and $l=-3$ are coupled directly. Apart from the shift $V_6/2$ common to all levels, their energies move by $\pm V_6/4$, so they split by $V_6/2=0.25$ meV, again as computed. A barrier can therefore be nearly invisible in the first spacing and plain in the third level. The formula for the first spacing requires $V_6/4\ll24B$; it is off by 3 percent at $V_6=3$ meV and by 30 percent at 10 meV. The level $l=2$ is coupled to $l=-4$, only $12B$ higher, and needs the stricter condition $V_6/4\ll12B$.

## Temperature

The ratio $B/k$ is 4.2 K, where $k$ is now the Boltzmann constant. Weights proportional to $\exp(-Bl^2/kT)$ put 56.5 percent of the oxygen atoms in $l=0$ at 4.2 K, and 41.4 percent in the two states $l=\pm1$ together. These figures belong to the bare $B=0.363$ meV; with $B=0.2$ meV they become 42 and 48 percent. Even at liquid-helium temperature the rotor is not wholly in its ground state.

At 300 K the thermal energy is 25.9 meV, and the rigid-ring formula gives a root mean square $l$ of about 6. The rigid ring is then no longer a complete description of the motion: the computed first radial excitation in the model well is 22.9 meV, less than the thermal energy, so radial vibrations are thermally excited as well.

## The estimate and real germanium

For interstitial oxygen in real germanium, the first rotational spacing is roughly 0.2 meV, a figure quoted here for its size alone. The bare value of 0.36 meV has the right order of magnitude but is too large. One assumption that fails is that of immobile neighbours: the off-axis oxygen exerts a sideways force on them, and this force turns with the oxygen. With $r=0.6$ Å held fixed and all other corrections ignored, the summed inertia would give 0.2 meV for $s\approx0.18$ Å. A bare ring of radius about 0.8 Å would give the same spacing, so this one number cannot identify the cause.

The values of $s$, $V_b$, $V_6$ and the pair quantum above are round model parameters, not measured properties of germanium, and the radius $r=0.6$ Å is likewise an assumed input that is not derived here. For these values germanium motion alone lowers the spacing by about 20 percent, and radial vibration alone raises it by about 11 percent. The bare result is therefore an estimate, not an upper or lower bound. The numerical output below gives the values to more digits than the physical model warrants, so that the small differences can be followed.

## Values computed for the example and the checks

```
oxygen-16 mass: 15.995 u
oxygen-18 mass: 17.999 u
mean germanium mass: 72.63 u
ring radius r: 0.6 angstrom
hbar^2/(2u): 2.0901 meV angstrom^2
bare inertia m r^2: 5.758 u angstrom^2
bare rotational constant B: 0.3630 meV
bare B converted: 2.93 cm^-1
bare level l=1: 0.363 meV
bare level l=2: 1.452 meV
bare level l=3: 3.267 meV
bare spacing 0 to 1: 0.363 meV
bare spacing 1 to 2: 1.089 meV
bare spacing 2 to 3: 1.815 meV
bare B at r=0.5 angstrom: 0.523 meV
bare B at r=0.7 angstrom: 0.267 meV
Ge circle radius s: 0.1 angstrom
added Ge inertia: 1.453 u angstrom^2
B with summed inertia: 0.2899 meV
change of B by Ge motion: -20.1 percent
Ge pair vibration quantum: 20 meV
first spacing, quantum Ge pair: 0.2925 meV
same with doubled pair quantum: 0.2912 meV
s that halves B: 0.199 angstrom
B(18)/B(16), bare oxygen: 0.8887
B(18)/B(16), with Ge motion: 0.9090
central barrier Vb: 100 meV
harmonic radial quantum: 24.10 meV
computed radial excitation, l=0: 22.89 meV
B/(radial quantum): 0.01506
B with first radial correction: 0.3958 meV
computed first spacing, soft radius: 0.4017 meV
change by radial motion: 10.7 percent
computed l=2 level, soft radius: 1.5998 meV
first spacing from Cartesian plane: 0.4017 meV
radial coefficient in stiff well: 6.046
sixfold barrier V6: 0.5 meV
computed splitting of l=+-3: 0.2500 meV
computed change of first spacing: -0.000299 meV
formula for that change: -0.000299 meV
B/k: 4.21 K
kT at 4.2 K: 0.362 meV
population of l=0 at 4.2 K: 56.5 percent
population of l=+-1 together at 4.2 K: 41.4 percent
kT at 300 K: 25.85 meV
root mean square l at 300 K: 5.97
```
